# Fisher's grain-boundary diffusion model: exponential profile and its memory error

A thin grain boundary that carries dopant quickly down from a surface, and loses it sideways into slow grains, has in Fisher's quasi-steady model the concentration

$$c_b(y,t)=c_0\,e^{-y/L},\qquad L^2=\frac{\delta D_b\sqrt{\pi Dt}}{2D}. \tag{1}$$

Here $y$ is the depth, $c_0$ the surface concentration held from $t=0$, $\delta$ the boundary width, $D_b$ the diffusivity in the boundary and $D\ll D_b$ that in the grains. The exponential is a consequence of Fisher's closure, which gives each grain a simplified history. When the true history is kept and Fisher's other simplifications are left in place, the profile has a different shape and lies below (1), however large $D_b/D$ may be. Both profiles are derived here.

Let the boundary be a flat slab normal to the surface, isolated from other boundaries, with an initially undoped grain on each side. The dopant is dilute, so that $D$ and $D_b$ are constants, and the concentration is continuous at the slab faces. Let $x$ be the distance into one grain from its face. The slab is so thin that $c_b$ is uniform across it, which requires the crossing time $\delta^2/D_b$ to be much shorter than $t$.

Consider a slice of the slab of height $dy$ and unit length along the boundary. It contains $\delta c_b\,dy$ dopant atoms. The flux along the slab is $-D_b\,\partial c_b/\partial y$ through a width $\delta$, so the net gain from above and below is $\delta D_b\,(\partial^2c_b/\partial y^2)\,dy$. Through each of the two faces it loses $J\,dy$, where $J=-D\,\partial c/\partial x$ at $x=0$. Hence

$$\delta\frac{\partial c_b}{\partial t}=\delta D_b\frac{\partial^2c_b}{\partial y^2}-2J. \tag{2}$$

Fisher's closure makes three simplifications. It drops the storage term on the left, it lets the grain diffuse along $x$ alone, and it computes $J$ as if the present value of $c_b$ had stood at the face since $t=0$.

With a constant face value, try $c=c_bf(\xi)$ with $\xi=x/(2\sqrt{Dt})$. Since $\partial\xi/\partial t=-\xi/(2t)$ and $(\partial\xi/\partial x)^2=1/(4Dt)$, the equation $\partial c/\partial t=D\,\partial^2c/\partial x^2$ becomes

$$-\frac{\xi}{2t}f'=\frac{1}{4t}f'',\qquad\text{so}\qquad f''=-2\xi f',\quad f'=-Ae^{-\xi^2}.$$

The conditions $f(0)=1$ and $f(\infty)=0$ require $A\int_0^\infty e^{-\xi^2}d\xi=1$, so $A=2/\sqrt\pi$ and $f=\operatorname{erfc}\xi$. The gradient at the face is $c_bf'(0)/(2\sqrt{Dt})=-c_b/\sqrt{\pi Dt}$, and therefore

$$J=\frac{D\,c_b}{\sqrt{\pi Dt}}. \tag{3}$$

Put this into (2) without its left side:

$$\frac{\partial^2c_b}{\partial y^2}=\frac{2D}{\delta D_b\sqrt{\pi Dt}}\,c_b=\frac{c_b}{L^2}.$$

The general solution is a sum of $e^{-y/L}$ and $e^{y/L}$. In a deep film the growing part must vanish, and the surface value fixes the other coefficient at $c_0$. This is (1). The factor 2 in the denominator of $L^2$ counts the two grains. The leak weakens as the grains fill, so $L$ grows, but only as $t^{1/4}$. At fixed $D_b$, faster grains shorten the profile as $D^{-1/4}$.

Two of the simplifications have small parameters. From (1), with $L\propto t^{1/4}$,

$$\frac{\partial c_b}{\partial t}=c_b\,\frac{y}{L^2}\frac{dL}{dt}=\frac{c_b}{4t}\frac yL .$$

The ratio of storage to leak is then

$$\frac{\delta\,\partial c_b/\partial t}{2J}=\frac{y}{L}\,\frac{\delta}{4t}\,\frac{\sqrt{\pi Dt}}{2D}=\frac yL\,\frac{\sqrt\pi\,\delta}{8\sqrt{Dt}}. \tag{4}$$

It is small once the grain diffusion length far exceeds the boundary width, at depths of a few $L$. Diffusion along $y$ inside the grain acts over the length $L$, while that along $x$ acts over $\sqrt{Dt}$. Their ratio is of order

$$\frac{Dt}{L^2}=\frac{2D\sqrt{Dt}}{\sqrt\pi\,\delta D_b}, \tag{5}$$

which is small for a fast boundary and not too long a time. The third simplification has no such parameter. At a depth of order $L$ the concentration changes by its own size during the anneal, so the assumption of a constant face value is wrong by a finite amount.

To restore the history, keep the first two simplifications and take the Laplace transform in time, with variable $p$ and a hat on transformed quantities. In the initially empty grain $p\hat c=D\,\partial^2\hat c/\partial x^2$, whose bounded solution is $\hat c=\hat c_b\,e^{-x\sqrt{p/D}}$. Hence

$$\hat J=\sqrt{Dp}\,\hat c_b=\sqrt{\frac Dp}\;\big(p\hat c_b\big).$$

Now $p^{-1/2}$ is the transform of $1/\sqrt{\pi t}$, and for $y>0$, where $c_b$ starts from zero, $p\hat c_b$ is the transform of $\partial c_b/\partial t$. The product is a convolution:

$$J(y,t)=\int_0^t\sqrt{\frac{D}{\pi(t-t')}}\;\frac{\partial c_b(y,t')}{\partial t'}\,dt'. \tag{6}$$

Each increment of $c_b$ starts its own error-function profile at its own time $t'$. If the whole rise happened at $t'=0$, (6) would reduce to (3).

The transformed balance is $\delta D_b\,\partial^2\hat c_b/\partial y^2=2\sqrt{Dp}\,\hat c_b$, with $\hat c_b=c_0/p$ at the surface. From (1), $2\sqrt D/(\delta D_b)=\sqrt{\pi t}/L^2$, where $t$ is the time of observation. With $\eta=y/L$ the bounded solution is

$$\hat c_b=\frac{c_0}{p}\exp\!\big[-\eta\,(\pi t p)^{1/4}\big].$$

Setting $q=pt$ in the inversion integral gives $c_b=c_0\,\phi(\eta)$ with

$$\phi(\eta)=\frac1{2\pi i}\int\frac{dq}{q}\,\exp\!\big[q-\pi^{1/4}\eta\,q^{1/4}\big]. \tag{7}$$

The contour may be bent around the negative real axis, because the real part of $q^{1/4}$ stays positive there. On it $e^q$ decays faster than $e^{\pi^{1/4}\eta|q|^{1/4}}$ grows, so the second exponential may be expanded and integrated term by term. Hankel's integral, $\frac1{2\pi i}\int e^qq^{-z}dq=1/\Gamma(z)$, with $z=1-n/4$, gives

$$\phi(\eta)=\sum_{n=0}^\infty\frac{(-\pi^{1/4}\eta)^n}{n!\,\Gamma(1-n/4)}
=1-\frac{\pi^{1/4}}{\Gamma(3/4)}\,\eta+\frac{\eta^2}{2}-\cdots \tag{8}$$

The quadratic coefficient follows from $\Gamma(1/2)=\sqrt\pi$. The terms $n=4,8,\dots$ vanish, since $1/\Gamma$ is zero at $0,-1,\dots$ The profile still depends on depth and time through $y/L$ alone, so Fisher's scaling of $L$ survives while his exponential does not. In this reduced problem the slope at the mouth, and with it the supply into the boundary, exceeds Fisher's by the factor $\pi^{1/4}/\Gamma(3/4)=1.086$. Dopant that enters the grains directly from the surface weakens the leak within about $\sqrt{Dt}$ of the mouth, and so reduces this excess, or even reverses it, unless $\sqrt{Dt}/L$ is very small.

The direction of the error can be proved. In this reduced problem $c_b$ never falls with time. To see this, subtract the solution at $t$ from that at $t+h$. The difference obeys the same linear equations with zero surface value and non-negative initial values, so by the maximum principle it stays non-negative. In (6) we also have $1/\sqrt{t-t'}\ge1/\sqrt t$, hence

$$J\ge\sqrt{\frac{D}{\pi t}}\int_0^t\frac{\partial c_b}{\partial t'}dt'=\frac{D\,c_b}{\sqrt{\pi Dt}}.$$

For the same present $c_b$ the true leak is at least Fisher's, because part of the dopant arrived late and meets a grain that is still steep in concentration. The balance $\delta D_b\,\partial^2c_b/\partial y^2=2J$ then reads $\phi''\ge\phi$. Let $w=e^{-\eta}-\phi$, which vanishes at $\eta=0$ and at infinity and obeys $w''-w=\phi-\phi''\le0$. If $w$ were negative anywhere it would have a negative minimum, where $w''\ge0$ and so $w''-w>0$, a contradiction. Therefore $\phi\le e^{-\eta}$, and Fisher's curve is an upper bound within the reduced problem.

Far down the boundary, (7) is governed by a saddle point. Write $k=\pi^{1/4}\eta$. The exponent $q-kq^{1/4}$ is stationary where $1=\tfrac14kq^{-3/4}$, that is, at $Q=(k/4)^{4/3}$. There $kQ^{1/4}=4Q$, so the exponent equals $-3Q$, and its second derivative is $\tfrac3{16}kQ^{-7/4}=3/(4Q)$. With $q=Q+iv$ the integral over $v$ is Gaussian:

$$\phi\simeq\frac{e^{-3Q}}{2\pi Q}\int_{-\infty}^{\infty}e^{-3v^2/(8Q)}dv=\frac{e^{-3Q}}{2\pi Q}\sqrt{\frac{8\pi Q}{3}}=\frac{e^{-3Q}}{\sqrt{3\pi Q/2}},\qquad Q=\Big(\frac{\pi^{1/4}\eta}{4}\Big)^{4/3}. \tag{9}$$

The logarithm falls as $\eta^{4/3}$, faster than for any exponential. The series (8) departs from (9) by 3.9 % at $\eta=10$ and by 1.6 % at $\eta=20$, relative to (9). Such depths test the mathematics of the reduced problem; in a real boundary the storage ratio (4) grows with depth and eventually matters.

For a numerical case take rough values for arsenic in a thick polysilicon film at 1000 °C: $D=10^{-15}$ cm²/s $=0.1$ nm²/s, $D_b=10^{-11}$ cm²/s $=1000$ nm²/s, $\delta=0.5$ nm and an anneal of 3600 s. The grain diffusion length is $\sqrt{Dt}=\sqrt{360}=19.0$ nm, and $\sqrt{\pi Dt}=33.6$ nm. Then

$$L^2=\frac{0.5\times1000\times33.63}{2\times0.1}\ \text{nm}^2=8.41\times10^4\ \text{nm}^2,\qquad L=290\ \text{nm}=0.29\ \mu\text{m}.$$

The dopant reaches some fifteen times deeper along the boundary than it spreads into a grain. The relative concentrations $c_b/c_0$ are as follows, where the last column solves the two-dimensional problem with storage and with grain diffusion in both directions.

| Depth | Fisher | With memory | Two-dimensional |
|---|---|---|---|
| $L$ | 0.368 | 0.310 | 0.311 |
| $2L$ | 0.135 | 0.083 | 0.082 |
| $3L$ | 0.050 | 0.020 | 0.019 |

Relative to the profile with memory, Fisher's value is 19 % too high at $L$ and about two and a half times as large at $3L$. The largest absolute gap is 0.06 of $c_0$, near $1.3L$. The leak at equal $c_b$ exceeds Fisher's by factors of 1.41, 1.79 and 2.13 at the three depths. Down to $5L$ the two-dimensional solution stays within 0.004 of $c_0$ of the series, but departs from Fisher's exponential by up to 0.061. The neglected terms are small, as (4) and (5) predict: formula (4) puts storage at 0.6 % of the leak at $y=L$, and $Dt/L^2=0.004$. For these parameters the failure of the exponential is thus almost wholly one of memory.

The error matters when the model is used in reverse. A thin section at depth $y$ cuts the slab and both grains. Its dopant content is counted per unit thickness of the section and per unit length of boundary. In Fisher's closure, since $\int_0^\infty\operatorname{erfc}\xi\,d\xi=1/\sqrt\pi$, this amount is

$$S=\delta c_b+2c_b\int_0^\infty\operatorname{erfc}\frac{x}{2\sqrt{Dt}}\,dx=c_b\Big(\delta+4\sqrt{\frac{Dt}{\pi}}\Big).$$

The logarithm of $S$ should have slope $-1/L$, and solving (1) for the boundary product gives $\delta D_b=2L^2\sqrt{D/(\pi t)}$. Apply this to the two-dimensional solution. A straight line fitted to $\ln S$ between $L$ and $3L$ gives an apparent length of about 190 nm instead of 290 nm. The inferred product is 213 to 215 nm³/s, depending on how the sections are spaced in depth, while the value put in was 500 nm³/s. Fisher's formula thus recovers only 42 to 43 % of the true product for this depth window and these parameters. A measured slope should be compared with a solution that keeps the memory, over the same depths.

A film of finite thickness $H$ with a closed lower face is a second case. Within Fisher's closure the condition $\partial c_b/\partial y=0$ at $y=H$ selects

$$c_b=c_0\,\frac{\cosh[(H-y)/L]}{\cosh(H/L)}.$$

For $H\gg L$ this returns to (1), except near the lower face, where the reflected part nearly doubles the value. With $H=1000$ nm in the example, this closure makes $c_b$ at $y=L$ rise by 0.6 %; with memory the rise is smaller still, because less dopant reaches the lower face. For $H\ll L$, expanding both hyperbolic cosines to second order gives

$$c_b\simeq c_0\Big[1-\frac{2Hy-y^2}{2L^2}\Big],$$

so the boundary is almost filled. Because $L\propto t^{1/4}$, the stage in which $L$ was shorter than $H$ occupied a fraction $(H/L)^4$ of the anneal. The face value has then been nearly constant for most of the time, and Fisher's assumption becomes a good one.

Real polysilicon departs from the example in several ways. The example assumes a doping of $10^{18}$ cm⁻³. This value was chosen to lie below the intrinsic carrier density, roughly $7\times10^{18}$ cm⁻³ at this temperature, so that $D$ is nearly constant. Carriers and their built-in field would raise $D$ by at most about 15 % on a simple estimate, which shortens $L$ by 3 % at fixed $D_b$; well above the intrinsic density a constant $D$ is no longer justified. Arsenic also segregates to boundaries. If the slab holds $s$ times the concentration of the adjoining grain, both its storage and its conduction are multiplied by $s$, so $\delta$ becomes $s\delta$. An illustrative $s=10$ gives $L=917$ nm and, from (4), a storage ratio of 6 % at $y=L$. That $L$ is close to the film thickness, so the deep-film formula no longer applies. The worked example took $s=1$. The storage ratio (4) grows in proportion to $s$, to 18 % at $s=30$ and 58 % at $s=100$. If the coefficient is several tens, as a segregation enthalpy near 0.4 eV would suggest at this temperature, storage cannot be dropped, (8) no longer describes the profile, and memory is not the only failure of the exponential. With segregation the product inferred from a slope is $s\delta D_b$. Neighbouring boundaries 300 nm apart do not interact here, since one boundary contributes at most about $2\times10^{-8}$ of its own concentration at mid-grain, the value for a constant face concentration.

Grain growth is a further limit, because (1) assumes a boundary at rest. Motion begins to matter once the boundary moves by about $\sqrt{Dt}$ during the anneal, here at 19 nm/h. A boundary sweeping at a much higher steady speed $V$ into undoped grain leaves material of concentration $c_b$ behind it, so its loss is $Vc_b$ in place of $2J$. The quasi-steady balance $\delta D_b\,\partial^2c_b/\partial y^2=Vc_b$ then gives a decay length $\sqrt{\delta D_b/V}$. At an assumed 100 nm/h, or 0.028 nm/s, this is $\sqrt{500/0.028}\approx134$ nm, less than half of Fisher's value. Under such conditions the motion of the boundary, and not diffusion into the grains, sets the depth of the profile. The remaining figures for the example are in the numerical output.

## Calculated quantities

```
temperature                         1273.15 K
anneal time                         3600 s
grain diffusivity D                 1.0e-15 cm2/s
boundary diffusivity Db             1.0e-11 cm2/s
boundary width delta                0.50 nm
boundary spacing                    300 nm
film thickness                      1000 nm
grain diffusion length sqrt(Dt)     18.97 nm
sqrt(pi D t)                        33.63 nm
Fisher L squared                    8.4075e+04 nm2
Fisher decay length L               290.0 nm
Fisher decay length L               0.2900 um
numerical leak / Fisher leak        1.00014
y = 1 L: depth                    290.0 nm
  cb/c0 Fisher                      0.3679
  cb/c0 with memory                 0.3103
  cb/c0 full two-dimensional        0.3105
  true leak / Fisher leak, same cb  1.412
y = 2 L: depth                    579.9 nm
  cb/c0 Fisher                      0.1353
  cb/c0 with memory                 0.0831
  cb/c0 full two-dimensional        0.0824
  true leak / Fisher leak, same cb  1.787
y = 3 L: depth                    869.9 nm
  cb/c0 Fisher                      0.0498
  cb/c0 with memory                 0.0197
  cb/c0 full two-dimensional        0.0192
  true leak / Fisher leak, same cb  2.134
mouth slope, memory / Fisher        1.0864
largest Fisher minus memory, cb/c0  0.0605
  found at y/L                      1.30
tail formula error at y = 10 L      3.92 %
tail formula error at y = 20 L      1.65 %
max |reduced 2D - series|, cb/c0    7.5e-05
max |full 2D - series|, cb/c0       3.3e-03
max |full 2D - Fisher|, cb/c0       0.0609
L from lateral slope, L to 3L       190.1 nm
true delta Db                       500.0 nm3/s
delta Db from that slope            214.9 nm3/s
found / true delta Db               0.430
storage / leak at y = L             0.00584
Dt / L squared                      0.00428
delta squared / (Db t)              6.9e-08
mid-grain c/cb from one boundary    2.3e-08
closed film bottom: cb change at L  0.64 %
doping                              1.0e+18 cm-3
rough intrinsic density             7.08e+18 cm-3
D factor from carriers and field    1.149
  resulting change of L             -3.4 %
illustrative segregation factor     10
  L with it                         917 nm
  storage / leak at y = L with it   0.0584
boundary speed sqrt(Dt)/t           19.0 nm/h
```
